Storage and Cost of Truncated Coupled Cluster and Active-Space CCSDt

**Question.** Coupled cluster is truncated after n-fold excitations. How many amplitudes must be stored, and how does the work per iteration grow with the numbers of occupied and virtual orbitals? For n = 3, how much is saved if one occupied and one virtual index of each triple excitation must belong to a small active set, as in CCSDt?

**Answer.** Let the reference determinant have o occupied spin-orbitals i, j, k, m, … and v virtual ones a, b, c, e, f, …, with v ≥ o. The cluster operator is T = T₁ + … + Tₙ, with 2 ≤ n ≤ o. The amplitude equations set to zero the projections of exp(−T) H exp(T)|Φ⟩ on determinants of excitation rank 1 to n. This is the series CCSD, CCSDT, CCSDTQ; the models CC2 and CC3, which simplify the highest-rank equations, are not meant. H contains one- and two-body terms, and all tensors are treated as dense.

**How many amplitudes**

The amplitude t(ij…; ab…) changes sign when two occupied or two virtual indices are exchanged. One number therefore suffices for each choice of n different occupied and n different virtual spin-orbitals:

N(n) = C(o,n) C(v,n).

Here C(o,n) is the binomial coefficient,

C(o,n) = o(o−1)…(o−n+1)/n! = (oⁿ/n!) (1−1/o)(1−2/o)…(1−(n−1)/o).

Since 1 + 2 + … + (n−1) = n(n−1)/2, the product of the two binomials is, to first order in 1/o and 1/v,

N(n) ≈ [oⁿvⁿ/(n!)²] [1 − ½n(n−1)(1/o + 1/v)].

The leading estimate oⁿvⁿ/(n!)² thus needs o and v much larger than n². It is too high for small systems because it counts index sets with repeated orbitals, which the Pauli principle forbids.

Conservation of spin projection reduces the number further. With equally many α and β orbitals in large spaces, a fraction C(n,k)/2ⁿ of the occupied sets has k α members, and likewise for the virtual sets. The two numbers must match, so the surviving fraction is

Σₖ C(n,k)²/4ⁿ = C(2n,n)/4ⁿ,

which is 5/16 for triples. The counts below do not use this reduction.

**Why the work grows as oⁿvⁿ⁺²**

The expansion of exp(−T) H exp(T) contains products of H with cluster operators, each joined to H by at least one summed index. Cluster operators are not joined to one another, because they commute. A two-body matrix element V has four indices, so at most four cluster operators occur.

Let the i-th operator have rank kᵢ and share pᵢ virtual and hᵢ occupied summed indices with V. Write cᵢ = pᵢ + hᵢ, p = Σpᵢ ≤ 2 and h = Σhᵢ ≤ 2. Of the indices of V, p + 2 − h are virtual. Each operator adds kᵢ virtual indices, and each summation removes two, one from each factor. The result has as many virtual indices as its rank r:

r = (p + 2 − h) + Σkᵢ − 2p = Σkᵢ + 2 − Σcᵢ ≤ n.

Multiply the operators onto V one at a time, in order of decreasing cᵢ, and store each intermediate. The work of a step is the product of the ranges of all its distinct indices, so these must be counted.

First, the virtual indices. After step j, the number left open is r minus what later steps add, namely r − Σ_later(kᵢ − 2pᵢ). During step j there are also pⱼ summed ones. Because pᵢ ≤ kᵢ,

virtual indices = r + Σ_later(2pᵢ − kᵢ) + pⱼ ≤ r + Σ_later pᵢ + pⱼ ≤ r + 2 ≤ n + 2.

Next, all indices together. The first step has 4 + 2k₁ − c₁.

- If c₁ ≥ 2, this is at most 2n + 2.
- If c₁ = 1, every cᵢ is 1 and r = 2 + Σ(kᵢ − 1) ≥ k₁ + 1. Hence k₁ ≤ n − 1, and the step has at most 2n + 1 indices.

By the same bookkeeping, a later step has 2r + Σ_later(2cᵢ − 2kᵢ) + cⱼ indices. The ordering and Σcᵢ ≤ 4 give cⱼ ≤ 2. Any operator still to come is at least the third, so it has cᵢ = 1 and contributes nothing positive. The total is at most 2r + 2 ≤ 2n + 2.

A step with A occupied and B virtual indices therefore satisfies B ≤ n + 2 and A + B ≤ 2n + 2, so that

oᴬvᴮ ≤ o²ⁿ⁺²⁻ᴮ vᴮ = oⁿvⁿ⁺² (o/v)ⁿ⁺²⁻ᴮ ≤ oⁿvⁿ⁺².

The last step uses v ≥ o. A one-body term has two fewer indices on H, and the same count gives at most 2n + 1 indices, n + 1 of them virtual. For fixed n the number of terms is fixed, so the whole iteration is bounded by a constant times oⁿvⁿ⁺².

The bound is reached by the particle ladder, in which two virtual indices of Tₙ scatter into two others:

½ Σ_ef ⟨ab‖ef⟩ t(ij…; ef…) = Σ_{e<f} ⟨ab‖ef⟩ t(ij…; ef…).

All n occupied indices and n − 2 virtual ones are spectators. There are C(o,n) C(v,n−2) spectator sets. For each, the pairs a<b and e<f are chosen from the remaining v − n + 2 orbitals:

L(n) = C(o,n) C(v,n−2) C(v−n+2,2)²
≈ (oⁿ/n!) [vⁿ⁻²/(n−2)!] (v²/2)²
= oⁿvⁿ⁺²/[4 n!(n−2)!].

This gives o²v⁴/8 multiplications for doubles and o³v⁵/24 for triples. It is the cost of the direct dense contraction; factorized or sparse integrals could change it.

Going from n to n + 1 multiplies the leading storage by ov/(n+1)² and the leading ladder work by ov/(n²−1).

**When the ladder is not the largest term**

The power law describes growth with v at fixed o. In the triples ring term, one occupied and one virtual index are transformed together. The occupied side has about o²/2 spectator pairs, o outgoing indices and o summed ones, hence o⁴/2. The virtual side gives v⁴/2. Therefore

ring/ladder ≈ (o⁴v⁴/4)/(o³v⁵/24) = 6o/v.

The ladder dominates the ring when v ≫ 6o, a stronger condition than v > o. The hole ladder, with occupied and virtual roles exchanged, needs about o⁵v³/24 multiplications.

**What the active restriction saves**

Choose O active occupied and U active virtual spin-orbitals, with x = O/o and y = U/v. CCSDt retains all singles and doubles, and those triples with at least one active index of each kind. The number kept is

N_act = [C(o,3) − C(o−O,3)] [C(v,3) − C(v−U,3)].

In large spaces the occupied bracket is the fraction 1 − (1−x)³ = 3x − 3x² + x³ of C(o,3), and similarly for the virtual one. For small x and y,

N_act/N(3) ≈ 9xy,  N_act ≈ (o³v³/36)(9OU/(ov)) = OU o²v²/4.

Restricting one named index of each kind in an unpacked array would suggest the fraction xy. But the full array repeats each amplitude 3!·3! = 36 times, whereas the restricted array repeats a typical one 2!·2! = 4 times, since only the two unrestricted indices of each kind can be exchanged. The ratio 36/4 supplies the factor 9.

The work shrinks differently, because the incoming and outgoing triples must both be allowed. In the particle ladder they share all three occupied indices, which gives 3x. They share one virtual index:

- If it is active, a fraction y of the cases, both triples are allowed.
- If it is inactive, each pair must contain an active orbital. One pair does so with fraction 1 − (1−y)² = y(2−y).

The virtual factor is thus

y + (1−y)y²(2−y)² ≈ y + 4y².

To leading order the ladder work falls to the fraction 3xy, or

(o³v⁵/24)(3OU/(ov)) = OU o²v⁴/8.

This is OU times the CCSD ladder. In the ring, two spectators of each kind give 2x and 2y, hence 4xy. The hole ladder gives x·3y = 3xy.

These fractions apply to the three two-body terms linear in T₃ that take triples into triples. The cheaper one-body terms of this kind share three indices of one type and two of the other, and so keep 6xy. Terms that join doubles to triples keep about 9xy, the fraction of amplitudes retained. The CCSD work remains, so the saving for a complete iteration is smaller than these fractions alone suggest.

**Numbers for ethylene**

Take planar ethylene with chosen distances C–C 1.34 Å and C–H 1.09 Å and H–C–C angles of 120°, at the RHF/cc-pVDZ level with all electrons correlated. There are 48 spatial orbitals, 8 of them occupied, so o = 16 and v = 80. The active set is the π orbital at −10.1 eV and the lowest virtual orbital of π symmetry at 4.5 eV, a natural pair for describing the double bond. These energies belong to this basis and serve only to identify the orbitals. In cc-pVTZ they are −10.2 and 4.1 eV. In aug-cc-pVDZ they are −10.2 and 2.8 eV, and the lowest virtual π orbital is then only the fifth virtual orbital, so here it is chosen by symmetry rather than by energy order. Each holds two spin-orbitals: O = U = 2, x = 0.125, y = 0.025.

The full triples count is

N(3) = 560 × 82160 = 4.60×10⁷,

against the estimate 16³·80³/36 = 5.83×10⁷, which is 27% above the exact count. At 8 bytes each, the exact number takes 368 MB. For quadruples the exact count is 2.88×10⁹ and the estimate is 62% too high: n² = 16 is no longer small compared with o. The exact ladder work rises from 1.20×10⁹ multiplications for doubles to 4.25×10¹¹ for triples and 5.19×10¹³ for quadruples, by factors of about 355 and 122.

With the active restriction,

N_act = (560 − 364)(82160 − 76076) = 196 × 6084 = 1.19×10⁶,

which takes 9.5 MB. Storage falls by a factor of 38.6; the estimate is 1/(9xy) = 35.6.

The particle ladder falls from 4.25×10¹¹ to 4.09×10⁹ multiplications, a factor of 104, compared with 1/(3xy) = 107. This close agreement is partly a cancellation: the occupied factor is 196/560 = 0.35 rather than 3x = 0.375, while the virtual factor is near y + 4y² = 0.0275 rather than 0.025. The restricted ladder costs 3.4 times the CCSD ladder, where the leading estimate is OU = 4.

The hole ladder shows where small-x reasoning fails. Its kept fraction is 0.0135, not 3xy = 0.0094. With x = 0.125, the full large-space occupied factor x + (1−x)x²(2−x)² is 0.173 instead of 0.125, while the virtual factor 1 − (1−y)³ is 0.0731 instead of 3y = 0.075. Their product is 0.0127. The remaining step to 0.0135 comes from using exact binomials instead of powers, which give 0.183 and 6084/82160 = 0.074.

In this basis the full ring term needs 1.06 times the work of the particle ladder, so the ladder does not yet dominate. The particle ladder, hole ladder and ring together become cheaper by a factor of 88. In round terms, the restriction saves a factor of about 40 in triples storage and 90 in this part of the work. These counts do not show how accurate the restricted energy is; that depends on whether the omitted triples matter. The numerical check runs packed loops on random tensors with o = 5 and v = 6, and asserts that their multiplication counts equal the closed counting formulas and that their values equal those of full tensor contractions.

Numbers as computed

```
C-C distance: 1.34 angstrom
C-H distance: 1.09 angstrom
H-C-C angle: 120.0 degrees
RHF/cc-pVDZ spatial orbitals: 48
occupied pi energy: -10.134 eV
lowest virtual pi energy: 4.549 eV
occupied pi, position counted down from HOMO = 1: 1
virtual pi, position counted up from LUMO = 1: 1
spin-orbitals: o = 16, v = 80, active O = 2, U = 2
active fractions: x = 0.1250, y = 0.0250
n=2 amplitudes: exact 3.7920e+05, estimate 4.0960e+05, estimate/exact 1.080
n=2 ladder multiplications: exact 1.1983e+09, estimate 1.3107e+09, estimate/exact 1.094
n=2 spin-conserving share: exact 0.3852, large-space limit 0.3750
n=3 amplitudes: exact 4.6010e+07, estimate 5.8254e+07, estimate/exact 1.266
n=3 ladder multiplications: exact 4.2527e+11, estimate 5.5924e+11, estimate/exact 1.315
n=3 spin-conserving share: exact 0.3278, large-space limit 0.3125
n=4 amplitudes: exact 2.8785e+09, estimate 4.6603e+09, estimate/exact 1.619
n=4 ladder multiplications: exact 5.1864e+13, estimate 8.9478e+13, estimate/exact 1.725
n=4 spin-conserving share: exact 0.2932, large-space limit 0.2734
CCSDT triples memory at 8 bytes each: 368.08 MB
CCSDt triples memory at 8 bytes each: 9.54 MB
CCSDt triples amplitudes: 1.1925e+06
naive kept fraction xy: 0.003125
kept amplitude fraction: exact 0.02592, estimate 9xy 0.02813
storage saving factor: exact 38.58, estimate 35.56
particle ladder multiplications: CCSDT 4.2527e+11, CCSDt 4.0884e+09
particle ladder kept fraction: exact 0.00961, estimate 3xy 0.00938
hole ladder multiplications: CCSDT 1.4493e+10, CCSDt 1.9625e+08
hole ladder kept fraction: exact 0.01354, estimate 3xy 0.00938
ring multiplications: CCSDT 4.5218e+11, CCSDt 5.8496e+09
ring kept fraction: exact 0.01294, estimate 4xy 0.01250
particle-ladder saving factor: exact 104.02, estimate 106.67
saving factor for the three terms together: 88.01
CCSDT ring/particle-ladder work: exact 1.063, estimate 6o/v 1.200
CCSDt ladder / CCSD ladder work: exact 3.412, estimate OU 4
largest packed-versus-full tensor difference: 9.9e-14
```
